Jamming Coverage of a Two-Site Suppressor Segment on a Line

**Problem**

A suppressor in a copper plating bath is a polymer that adsorbs on the metal and hinders deposition. As a minimal model of its adsorption, take an infinite line of sites, all empty at time t = 0. A segment covers two neighbouring sites. Every neighbouring pair of sites is attempted at random and independently of the others, at the same rate k. An attempt succeeds if both sites are empty and fails otherwise. Adsorbed segments neither move nor leave.

(a) Find the covered fraction of sites θ(t) and its final value θ_J, the jamming coverage.

(b) Confirm θ_J by simulation.

(c) Take a site spacing a = 0.36 nm and k = 1 s⁻¹. Find the mean distance between bare sites at jamming and the time needed to reach 99 % of θ_J. Judge how far the result can be carried over to a real suppressor.

**Hints**

1. The coverage alone does not obey a closed equation, because adsorption needs two adjacent empty sites. Follow P_n, the probability that n given consecutive sites are all empty.

2. A run of n empty sites can be spoiled through a pair inside it or through a pair that straddles one of its ends. Count both kinds.

3. What must have happened to the inner pairs if the run is still empty? The answer suggests a factor to split off from P_n.

4. In the simulation, close the line into a ring, and stop when no two adjacent sites are empty.

**Solution**

*(a) The rate equations.* A run of n sites contains n − 1 inner pairs. While the run is empty, an attempt on any of them succeeds, so they destroy the run at the total rate (n − 1)k. Two further pairs have one site in the run and one outside. An attempt there succeeds if the outside site is empty too, which means that n + 1 consecutive sites are empty. Hence

dP_n/dt = −k(n − 1)P_n − 2kP_(n+1), P_n(0) = 1.

For n = 1 there is no inner pair, and the two pairs that contain the site give the second term.

If the run is empty at time t, none of its inner pairs has ever been attempted: the first such attempt would have found both sites empty and succeeded. The probability of no attempt on n − 1 pairs is e^(−(n−1)kt). This is the factor to split off:

P_n = e^(−(n−1)kt) E_n, with 0 ≤ E_n ≤ 1.

Inserting this into the rate equation gives

−(n − 1)k e^(−(n−1)kt) E_n + e^(−(n−1)kt) dE_n/dt
= −k(n − 1) e^(−(n−1)kt) E_n − 2k e^(−nkt) E_(n+1).

The first terms on the two sides cancel. Division by e^(−(n−1)kt) leaves

dE_n/dt = −2k e^(−kt) E_(n+1).

Now let u = 1 − e^(−kt), which runs from 0 to 1. Since du/dt = k e^(−kt),

dE_n/du = −2E_(n+1), E_n(u = 0) = 1.

*Solving the infinite set.* Integration gives

E_n(u) = 1 − 2∫₀ᵘ E_(n+1)(v) dv.

Insert the same equation for E_(n+1), then for E_(n+2), and so on. After m insertions in all, counting the first integration as one,

E_n(u) = Σ_(j=0)^(m−1) (−2u)^j/j! + R_m.

The remainder R_m is (−2)^m times an m-fold ordered integral of E_(n+m). Because E_(n+m) lies between 0 and 1, |R_m| ≤ (2u)^m/m!, which vanishes as m → ∞. The sum becomes the exponential series, so

E_n = e^(−2u) for every n.

No approximation has been made to close the set. The probability that a site is covered is θ = 1 − P_1, and therefore

θ(t) = 1 − exp[−2(1 − e^(−kt))].

For t → ∞ the inner exponential vanishes, and

θ_J = 1 − e^(−2) = 0.8647.

*Reading the result.* The probability of an open pair is P_2 = e^(−kt) exp[−2(1 − e^(−kt))]. It tends to zero, while P_1 tends to e^(−2) = 0.1353. At jamming, every vacancy is therefore a single site between two segments.

At early times 1 − e^(−kt) ≈ kt, so θ ≈ 2kt: each site belongs to two pairs. At late times

θ_J − θ = e^(−2)[exp(2e^(−kt)) − 1] ≈ 2e^(−2) e^(−kt).

The last open pairs are isolated from one another and fill independently at rate k, each covering two sites.

The correlation between neighbouring sites is essential. The equation for n = 1 reads dθ/dt = 2kP_2. If neighbours were treated as independent, P_2 would be replaced by (1 − θ)², and the solution would be θ = 2kt/(1 + 2kt). This tends to full coverage, so the independent-site approximation misses jamming altogether.

*(b) Simulation.* Take a ring of 40 000 sites. Choose a neighbouring pair at random, with replacement, and fill it if both sites are empty. One attempt per pair on average corresponds to kt = 1. Inspect the ring after each such sweep, and stop when no open pair is left.

Forty independent rings gave

θ_J = 0.86476 ± 0.00023,

where the uncertainty is the standard error of the mean over the rings. The difference from 1 − e^(−2) = 0.86466 is less than half a standard error. The time law can be checked in the same runs: at kt = 1 the simulation gave 0.71759 ± 0.00031, and the formula gives 0.71755.

The stopping rule matters because the approach to jamming is exponential. The expected number of open pairs on a ring of L sites is about L e^(−2) e^(−kt). It falls to one at kt = ln L − 2, which is 8.6 for L = 40 000. The last open pair typically fills somewhat later than this, and the ring is inspected only after whole sweeps, so about 9.7 sweeps are expected. The forty rings needed 9.3 on average; such a mean scatters by about 0.2.

*(c) Numbers for a copper surface.* A fraction e^(−2) of the sites stays bare, so the mean distance between bare sites is

a/e^(−2) = 0.36 nm/0.1353 = 2.66 nm.

For 99 % of jamming, set θ = 0.99 θ_J = 0.8560. Then

e^(−2u) = 1 − 0.8560 = 0.1440,
u = −½ ln 0.1440 = 0.969,
e^(−kt) = 1 − u = 0.031.

This gives kt = 3.47, or t ≈ 3.5 s.

*The real case.* The numbers are meant for a polyether suppressor on chloride-covered copper in an acid bath. The spacing is a rough value for the sites; the attempt rate is a round assumption that puts coverage on a scale of seconds. Four assumptions can be sized by relaxing each one separately, with the others kept:

- Desorption at an assumed 0.001 s⁻¹ changes the coverage after 30 s by +0.001.
- Sideways hops at an assumed 0.01 s⁻¹ in each direction raise the coverage after 30 s to 0.90. A hop does not change the coverage itself, but it moves a vacancy. When two vacancies become adjacent, another segment fits.
- If segments may lie along or across the rows of a square lattice, simulation gives a jamming coverage of 0.907.
- Real segments are joined into chains. If a chain of 68 sites lay down as one straight rigid object, the coverage on a row much longer than the chain would fall to 0.75, as Variation 1 explains.

The first two results come from the full rate equations of an 18-site ring. The last case is an extreme, since a real chain bends and may attach in parts; that behaviour has not been sized here. Among these changes, the straight rigid chain gives the largest, −0.11 in coverage. A further assumption is not sized here: the model keeps the copper lattice fixed. At a plating current of 10 mA/cm², copper grows by about 3.7 nm/s, roughly 20 atomic layers per second, so the sites themselves are renewed while the suppressor adsorbs. The value 0.865 is thus a reference for independent segments on a fixed line, not a prediction for a particular bath. Nor does it give the plating rate, which also depends on how fast copper deposits at bare and at covered sites.

**Variation 1: a row with ends**

*Find the mean number V_L of vacancies left on an open row of L sites.*

The first segment is equally likely to land on any of the L − 1 pairs. It leaves j sites on one side and L − 2 − j on the other, and these two parts then fill independently. Averaging over j, with both parts contributing the same sum, gives

(L − 1)V_L = 2 Σ_(j=0)^(L−2) V_j, V_0 = 0, V_1 = 1.

Define G(x) = Σ V_L x^L. Multiply the recursion by x^L and sum over L ≥ 2. The left side becomes xG′ − G, because the terms with L = 0 and L = 1 vanish. On the right, division of G by 1 − x generates the partial sums, and x² supplies the shift by two:

xG′ − G = 2x²G/(1 − x).

Dividing by xG gives

G′/G = 1/x + 2x/(1 − x) = 1/x − 2 + 2/(1 − x).

Integrate, and fix the constant by G ≈ x at small x:

G = x e^(−2x)/(1 − x)².

Since x/(1 − x)² = Σ L x^L, multiplying by the series of e^(−2x) yields

V_L = Σ_(j=0)^(L−1) (L − j)(−2)^j/j!.

For L = 4 this is 4 − 6 + 4 − 4/3 = 2/3. Direct counting agrees: the first segment takes the middle pair with probability 1/3 and then strands two sites; otherwise the row fills completely.

For long rows the sum may be extended to infinity. With Σ j(−2)^j/j! = −2e^(−2),

V_L → (L + 2)e^(−2), θ_L → 1 − e^(−2) − 2e^(−2)/L.

This confirms θ_J by a second route. A terrace row of 50 nm has 139 sites, and its ends lower the coverage by 0.2707/139 = 0.0019, to 0.863. On a ring, the first segment leaves an open row of L − 2 sites, hence Le^(−2) vacancies for large L. The 1/L correction cancels, which is why a ring suits the simulation.

The same argument holds for a rigid object of s sites. The mean number N_L of adsorbed objects obeys

N_L = 1 + [2/(L − s + 1)] Σ_(j=0)^(L−s) N_j for L ≥ s,

with N_L = 0 for L < s. On long rows, s times the growth of N_L per added site is the coverage. For s = 68 it is 0.751. This needs rows much longer than the object. On the 139-site row the recursion gives N = 1 + 8/72, a coverage of only 0.54.

**Variation 2: supply through a diffusion layer**

*The suppressor must diffuse through a layer of thickness δ = 20 μm. How does this change the result of part (c)?*

Let c₀ and c_s be the segment concentrations in the bulk and at the surface, and let the attempt rate be kc_s/c₀. With rows spaced by a, each site occupies an area a² and there is one pair per site. In a quasi-steady state, consumption equals diffusive supply:

(k/a²)(c_s/c₀)P_2 = D(c₀ − c_s)/δ.

Define Da = (k/a²)/(Dc₀/δ), the initial demand divided by the greatest steady supply. Solving for the surface concentration gives

c_s/c₀ = 1/(1 + Da P_2).

The earlier results hold with kt replaced by the integrated attempt rate τ, where dτ/dt = k/(1 + Da P_2). Because dθ/dτ = 2P_2,

k dt = (1 + Da P_2) dτ, so kt = τ + Da θ/2.

As t → ∞, τ also tends to infinity. Limited supply therefore delays jamming but leaves θ_J unchanged.

For D = 10⁻¹⁰ m²/s and 0.1 mol/m³ of chains, each counted as 34 segments, the demand is 7.7 × 10¹⁸ m⁻² s⁻¹ and the supply is 1.02 × 10¹⁹ m⁻² s⁻¹. Thus Da = 0.75, and the time to 99 % of jamming becomes

t = 3.475 s + (0.754 × 0.856/2) s = 3.80 s.

The delay of 0.3 s is an estimate, because the layer itself needs a time of order δ²/D = 4 s to become steady. If the solution at the surface starts at the bulk concentration, the early supply is larger and the steady formula tends to overstate the delay. If the layer starts without suppressor, the chains must first cross it, and the delay is then a matter of seconds, not tenths of a second.

The numerical output below lists the values used here.

Computed results

```
Jamming coverage, 1 - exp(-2): 0.864665
Vacant fraction at jamming, exp(-2): 0.135335
Long-row recursion, coverage: 0.864665
Simulation: 40 rings of 40000 sites
Simulated jamming coverage: 0.86476 +/- 0.00023 (std error)
Attempts per pair until jammed, mean: 9.3
Coverage at kt = 1, formula: 0.71755
Coverage at kt = 1, simulated: 0.71759 +/- 0.00031
Master equation, ring of 18 sites, kt = 1:
  P_1: master 0.282454, formula 0.282454
  P_2: master 0.103909, formula 0.103909
  P_3: master 0.038226, formula 0.038226
  P_4: master 0.014063, formula 0.014063
Mean vacancies V_L on short open rows:
  L = 2: 0 ; (L+2)exp(-2) = 0.5413
  L = 3: 1 ; (L+2)exp(-2) = 0.6767
  L = 4: 2/3 ; (L+2)exp(-2) = 0.8120
  L = 5: 1 ; (L+2)exp(-2) = 0.9473
  L = 6: 16/15 ; (L+2)exp(-2) = 1.0827
EXAMPLE (rough or assumed inputs)
Site spacing: 0.36 nm; row: 50 nm, 139 sites
Attempt rate: 1.0 1/s; plating time: 30 s
Mean distance between bare sites: 2.66 nm
99 % of jamming coverage: 0.85602
Time to 99 % of jamming: 3.47 s
NEGLECTED EFFECTS
Row ends: coverage 0.86272, change -0.00195
Desorption at 0.001 1/s: coverage 0.86564, change +0.00097
Hops at 0.01 1/s per direction: coverage 0.8975, change +0.0329
  same hops on a ring of 14 sites: 0.8978
Square lattice: coverage 0.9072 +/- 0.0005, change +0.0425
Rigid straight chain of 68 sites: coverage 0.7508, change -0.1139
Chain concentration: 0.1 mol/m3; diffusivity: 1.0e-10 m2/s
Diffusion layer: 20 um; formation time scale: 4.0 s
Initial segment demand: 7.72e+18 1/(m2 s)
Greatest steady supply: 1.02e+19 1/(m2 s)
Demand/supply ratio Da: 0.754
Time to 99 % with limited supply: 3.80 s, delay 0.32 s
```
